# An estimate of hadronic vacuum polarization at the Z mass

**Question.** How much do the five lighter quark flavours, bound into hadrons, change the electromagnetic coupling between zero momentum and the Z mass? How does the change scale with hadron masses and with energy, and can free quark loops with current masses replace the hadrons?

**Answer.** The shift is about 0.028. Most of it comes from a logarithm cut off at hadronic energies. Free loops move the cutoff for up and down quarks to a few MeV and overshoot, by about 30 per cent with the masses used below and by more with masses taken at a higher scale. The derivation uses \(\hbar=c=1\) and energies in GeV.

## From hadron production to the coupling

Let \(\alpha\) be the coupling at zero momentum, with \(1/\alpha=137.036\). The dressed photon propagator is proportional to \(1/[s(1-D(s))]\), with \(D(0)=0\), and

\[
\alpha(s)=\frac{\alpha}{1-\Delta\alpha(s)},\qquad \Delta\alpha=\operatorname{Re}D .
\]

To first order in \(D\), the propagator is \(1/s+D/s\). Its second part is a sum over massive intermediate states with positive weight \(\rho\):

\[
\frac{D(s)}{s}=\int ds'\,\frac{\rho(s')}{s-s'+i0},
\qquad \operatorname{Im}D(s)=-\pi s\,\rho(s).
\]

The weight follows from the decay rate of a virtual photon of mass \(\sqrt s\). For a pair of unit-charge fermions of mass \(m\) and velocity \(\beta=\sqrt{1-4m^2/s}\), the squared amplitude summed over all spins is

\[
e^2(8p_1\!\cdot p_2+16m^2)=4e^2s\left(1+\frac{2m^2}{s}\right)
=4e^2s\,\frac{3-\beta^2}{2},
\]

because \(2p_1\!\cdot p_2=s-2m^2\). Averaging over three polarizations and multiplying by the two-body factor \(\beta/(16\pi\sqrt s)\), with \(e^2=4\pi\alpha\), gives

\[
\Gamma_{\gamma^*}=\frac{\alpha\sqrt s}{3}\,\frac{\beta(3-\beta^2)}{2}.
\]

A decaying state has the inverse propagator \(s+i\sqrt s\,\Gamma_{\gamma^*}\). Comparison with \(s(1-D)\) gives \(\operatorname{Im}D=-\Gamma_{\gamma^*}/\sqrt s\), which is \(-\alpha/3\) for massless muons. Let \(R\) be the hadronic cross-section divided by that for massless muon pairs, both through one photon. The electron side cancels in this ratio, so hadrons have \(\operatorname{Im}D=-\alpha R/3\) and \(\rho=\alpha R/(3\pi s)\). Hence

\[
\Delta\alpha_{\rm had}(M_Z^2)=\frac{\alpha M_Z^2}{3\pi}\,
\mathrm P\!\!\int ds\,\frac{R(s)}{s(M_Z^2-s)} .
\]

The principal value P arises from taking the real part. For \(s\ll M_Z^2\) the weight is \(1/s\): equal areas of \(R\) count more at low energy.

## One narrow resonance

Consider electron and positron annihilating through a vector state with inverse propagator \(\mathcal D\). The flux factor is \(1/(2s)\) and the initial spin average is \(1/4\). The electron amplitudes squared, summed over spins and polarizations, give \(48\pi\sqrt s\,\Gamma_{ee}\); the final phase-space integral gives \(2\sqrt s\,\Gamma_X\). Thus

\[
\sigma=\frac{1}{8s}\,
\frac{(48\pi\sqrt s\,\Gamma_{ee})(2\sqrt s\,\Gamma_X)}{|\mathcal D|^2}
=\frac{12\pi\Gamma_{ee}\Gamma_X}{|\mathcal D|^2}.
\]

For a virtual photon going to massless muons, both widths are \(\alpha\sqrt s/3\) and \(\mathcal D=s\), so \(\sigma_{\mu\mu}=4\pi\alpha^2/(3s)\). For a resonance of mass \(M\) and total width \(\Gamma\), \(|\mathcal D|^2=(s-M^2)^2+M^2\Gamma^2\). I set \(\Gamma_X=\Gamma\), because what matters is how strongly the hadronic current creates the resonance, whatever its later decay. A narrow peak has \(\int ds/|\mathcal D|^2=\pi/(M\Gamma)\), and therefore

\[
\int R\,ds=\frac{12\pi^2\Gamma_{ee}}{M}\,\frac{3M^2}{4\pi\alpha^2}
=\frac{9\pi M\Gamma_{ee}}{\alpha^2}.
\]

Inserting this area at \(s=M^2\) in the dispersion integral gives

\[
\Delta\alpha_V=\frac{3\Gamma_{ee}}{\alpha M}\,
\frac{M_Z^2}{M_Z^2-M^2}.
\]

A light resonance thus contributes in proportion to \(\Gamma_{ee}/M\), almost independently of \(M_Z\).

The inputs below are rough two-figure values, with \(M_Z=91\) GeV.

| State | \(M\) (GeV) | \(\Gamma_{ee}\) (keV) | \(10^4\Delta\alpha_V\) |
|---|---:|---:|---:|
| \(\rho\) | 0.78 | 7.0 | 36.90 |
| \(\omega\) | 0.78 | 0.60 | 3.16 |
| \(\phi\) | 1.0 | 1.3 | 5.35 |
| \(J/\psi\) | 3.1 | 5.5 | 7.30 |
| \(\psi(2S)\) | 3.7 | 2.3 | 2.56 |
| \(\Upsilon(1S)\) | 9.5 | 1.3 | 0.57 |
| \(\Upsilon(2S)\) | 10 | 0.61 | 0.25 |
| \(\Upsilon(3S)\) | 10 | 0.44 | 0.18 |

For the \(\rho\), the arithmetic is \(3(7.0\times10^{-6})(137.036)/0.78=36.9\times10^{-4}\); the last factor in the formula is nearly one. The first three states give \(45.40\times10^{-4}\), and all eight give \(56.27\times10^{-4}\).

## The continuum as steps

Between \(s_1\) and \(s_2\), let \(R\) be constant. Since

\[
\frac{M_Z^2}{s(M_Z^2-s)}=\frac1s+\frac1{M_Z^2-s},
\]

the contribution is

\[
\Delta\alpha_{12}=\frac{\alpha R}{3\pi}
\left[\ln\frac{s}{|M_Z^2-s|}\right]_{s_1}^{s_2}.
\]

At infinite \(s\) the logarithm vanishes. The principal value removes the singularity at \(M_Z^2\), so the last step can run through it.

Well above threshold, quarks with three colours give \(R=3\sum Q^2(1+\alpha_s/\pi)\). The bracket is the first QCD correction for massless quarks, taken here as an input. The charge sums \(3\sum Q^2\) are 2 for up, down and strange, \(10/3\) with charm, and \(11/3\) with bottom. I put the charm and bottom steps at 3.7 and 11 GeV, near the rough open-flavour thresholds.

For \(n_f\) active flavours, the one-loop equation is \(d\alpha_s/d\ln\mu=-b\,\alpha_s^2/(2\pi)\), with \(b=11-2n_f/3\). Dividing by \(-\alpha_s^2\) and integrating gives

\[
\frac1{\alpha_s(\mu)}=\frac1{\alpha_s(\mu_0)}
+\frac{b}{2\pi}\ln\frac{\mu}{\mu_0}.
\]

I start from \(\alpha_s(M_Z)=0.12\), change \(n_f\) at the steps, and use the geometric mean energy of each band. The last band is given the mean of 11 and 91 GeV.

**Where the light continuum starts.** The onset \(s_0\) should not be adjusted to the answer. Take the light-quark part of \(D\) around a closed contour: a circle \(|s|=s_0\) joined to both sides of the cut. The function is analytic inside, so the integral of its discontinuity is fixed by the circle. Assume that perturbation theory describes the circle. The leading correction that could spoil the relation is a \(1/s\) term, which is absent for massless quarks because there is no gauge-invariant local operator of dimension two; a \(1/s^2\) term integrates to zero around the circle. The strange quark is treated as massless here; a mass of 93 MeV would lower its free area up to the onset found below by about 3 per cent. The true and perturbative spectra then have equal areas:

\[
\sum_{\rho,\omega,\phi}\frac{9\pi M\Gamma_{ee}}{\alpha^2}
=2\left(1+\frac{\alpha_s}{\pi}\right)s_0 .
\]

The three areas are 2.899, 0.248 and 0.690 GeV². For simplicity I use the same \(\alpha_s\) here as in the light step, at the mean energy of the band above \(s_0\). Taking it at \(\sqrt{s_0}\) in this relation would give about 0.35, lower \(s_0\) by 2 per cent and raise the final total by only \(0.4\times10^{-4}\). Iteration gives \(\alpha_s=0.280\), a light step \(R=2.178\), and

\[
s_0=\frac{2.899+0.248+0.690}{2.178}=1.762\ {\rm GeV}^2,
\qquad \sqrt{s_0}=1.33\ {\rm GeV}.
\]

The charge sum 2 divides into \(3/2\), \(1/6\) and \(1/3\) for the \(\rho\), \(\omega\) and \(\phi\) channels. Applied separately, the same rule gives onsets of 1.33, 1.17 and 1.38 GeV. Their spread shows that a common onset for the three channels is an approximation good to roughly ten per cent in energy here.

With \(\alpha/(3\pi)=7.7427\times10^{-4}\), the bands are:

- 1.33 to 3.7 GeV: \(R=2.178\), contribution \(34.60\times10^{-4}\).
- 3.7 to 11 GeV: \(\alpha_s=0.199\), \(R=3.544\), contribution \(60.16\times10^{-4}\).
- Above 11 GeV: \(\alpha_s=0.142\), \(R=3.832\), contribution \(124.96\times10^{-4}\).

The last entry, for example, is

\[
7.7427\times10^{-4}\times3.8324\,
\ln\frac{91^2-11^2}{11^2}=124.96\times10^{-4}.
\]

The continuum sums to \(219.71\times10^{-4}\). Letting \(\alpha_s\) run continuously within the bands, with numerical principal-value integration, gives \(220.10\times10^{-4}\), so the flat steps cost little.

## Size, scaling and uncertainty

The total is

\[
\Delta\alpha_{\rm had}=(56.27+219.71)\times10^{-4}\simeq0.0276 .
\]

About four fifths is continuum. If the reference energy \(E\) replaces \(M_Z\) and remains well above the bottom threshold, the logarithm gives

\[
\frac{d\Delta\alpha_{\rm had}}{d\ln E}\simeq
\frac{2\alpha}{3\pi}R\simeq0.006
\]

at fixed \(R\). This five-flavour scaling omits top and ceases to be adequate when top production matters.

The light hadron masses enter through the same logarithm. Multiply the masses and electronic widths of the \(\rho\), \(\omega\) and \(\phi\) by \(\lambda\). Their own contributions, proportional to \(\Gamma_{ee}/M\), stay almost the same, but their areas grow as \(\lambda^2\), and so does \(s_0\). At fixed \(R=2.178\) the total changes by \(-(2\alpha/3\pi)R\ln\lambda\), so doubling the light masses lowers it by about \(23\times10^{-4}\).

Three effects indicate how far to trust the estimate:

- Moving the onset energy down or up by 10 per cent changes the result by \(+3.55\) or \(-3.22\) in units of \(10^{-4}\).
- The \(\rho\) is not narrow. For the constant-width peak used above, \(R/s\) is a Lorentzian in \(s\). Cutting it at the two-pion threshold removes the fraction \(\pi^{-1}\arctan[M\Gamma/(M^2-4m_\pi^2)]\). With \(\Gamma=0.15\) GeV and \(m_\pi=0.14\) GeV, this lowers the result by \(2.55\times10^{-4}\) when \(s_0\) is held fixed. A real \(\rho\) has an energy-dependent width, so this is a measure of sensitivity, not a correction to apply.
- Measured electronic widths already contain a dressed photon. Multiplying each by \((1-\Delta\alpha_{\rm lep}(M^2))^2\), with one-loop leptons, and solving again for \(s_0\) changes the total by \(-0.99\times10^{-4}\). This removes only the leptonic dressing; removing the hadronic dressing as well, estimated from the model at spacelike momentum, brings the change to about \(-1.35\times10^{-4}\).

Added in quadrature, with the larger onset shift, they give \(4.5\times10^{-4}\), or 1.6 per cent of the total. This is a scale of model uncertainty, not a statistical error, and it leaves out the structure of \(R\) near thresholds, the rounding of the inputs, the positions of the heavy steps and higher QCD orders. The last two are not small: moving the charm step down or up by 10 per cent changes the total by \(+2.4\) or \(-2.1\times10^{-4}\), and two-loop running with the \(\alpha_s^2\) term in \(R\) raises it by about \(2.9\times10^{-4}\). With these the quadrature sum is near \(6\times10^{-4}\). Without the QCD correction, again solving for \(s_0\), the total is 0.0263. The third figure of 0.0276 is therefore not secured by this model.

## What free quark loops give

For a free quark, the decay calculation above gives \(R_q=3Q^2\beta(3-\beta^2)/2\). To integrate it with weight \(1/s\), use \(s=4m^2/(1-\beta^2)\), for which \(ds/s=2\beta\,d\beta/(1-\beta^2)\). Up to a cutoff \(\Lambda\), where the velocity is \(B=\sqrt{1-4m^2/\Lambda}\),

\[
\begin{aligned}
\int_{4m^2}^{\Lambda}\frac{ds}{s}\frac{\beta(3-\beta^2)}2
&=\int_0^B d\beta\,\frac{\beta^2(3-\beta^2)}{1-\beta^2}\\
&=\int_0^B d\beta\left(\beta^2-2+\frac2{1-\beta^2}\right)\\
&=\frac{B^3}{3}-2B+\ln\frac{1+B}{1-B}.
\end{aligned}
\]

For \(\Lambda\gg m^2\), \(B\to1\) and \((1+B)/(1-B)=(1+B)^2/(1-B^2)\to\Lambda/m^2\). The integral becomes \(\ln(\Lambda/m^2)-5/3\). Choose \(m^2\ll\Lambda\ll M_Z^2\); the constant-\(R\) region above \(\Lambda\) adds \(\ln(M_Z^2/\Lambda)\). The cutoff cancels:

\[
\Delta\alpha_q\simeq\frac{\alpha}{3\pi}\,3Q^2
\left(\ln\frac{M_Z^2}{m^2}-\frac53\right).
\]

Take rough current masses of 2.2, 4.7 and 93 MeV for up, down and strange, and 1.3 and 4.2 GeV for charm and bottom. Such masses depend on renormalization scheme and scale. Numerical integration with the full mass dependence gives 202.28, 46.65, 31.24, 70.50 and 11.54, respectively, in units of \(10^{-4}\). Their sum is 0.0362, which exceeds the hadronic estimate by \(86\times10^{-4}\), or 31 per cent of that estimate. The percentage depends on the scale of the masses: values run up to \(M_Z\), roughly 1.2, 2.7 and 54 MeV and 0.63 and 2.86 GeV, give 0.0397, an excess of 44 per cent.

## Where the excess comes from

The comparison divides cleanly, in units of \(10^{-4}\):

- Light flavours below \(s_0\): free loops give 149.24, resonances 45.40. The excess is 103.84.
- Light flavours above \(s_0\): free loops give \(280.17-149.24=130.93\), the hadronic model \(184.26-45.40=138.86\). The difference is \(-7.93\).
- Charm and bottom: free loops give 82.04, the hadronic model 91.73. The difference is \(-9.69\).

The net difference is 86.2. Low-energy light quarks cause the overshoot; the other two regions partly hide it.

Within the low-energy region, the free light loops have \(101.15\times10^{-4}\) below the two-pion threshold at 0.28 GeV. This follows from the integral above with \(\Lambda=4m_\pi^2\). Confinement leaves almost no hadronic states there; the \(\pi^0\gamma\) channel costs another power of \(\alpha\) and is neglected. Between that threshold and \(s_0\), the free loops have \(149.24-101.15=48.09\), close to the resonance sum of 45.40. This closeness is partly a coincidence: with a lighter pion the retained free part would grow, roughly logarithmically as long as the pion threshold stays above the quark thresholds, while the narrow-resonance formula contains no pion mass. The cut locates the excess; it is not a general repair. Removing the part below two pions reduces the free total to 0.0261, about 5 per cent below the hadronic estimate.

Duality does not rescue the free loops. It equates areas \(\int R\,ds\), whereas \(\Delta\alpha\) needs \(\int R\,ds/s\). Nature gathers the area into peaks near 0.8 and 1 GeV; a free light quark spreads it down to \(4m^2\), where \(1/s\) is huge.

The dependence on mass shows the same fault. Halving the up and down masses adds

\[
\frac{\alpha}{3\pi}\left(\frac43+\frac13\right)2\ln2
=17.89\times10^{-4},
\]

and the free result diverges as either mass tends to zero. In the resonance model, the hadron masses supply the low-energy scale instead. The first QCD correction cannot cure the free loops: it multiplies a spectrum with the wrong threshold, in a region where \(\alpha_s\) is no longer small.

## The limit of small spacelike momentum

At \(s=-Q^2\), with \(Q^2\) far below every threshold, the dispersion relation reduces to

\[
\Delta\alpha(-Q^2)\simeq\frac{\alpha Q^2}{3\pi}
\int ds\,\frac{R(s)}{s^2}.
\]

For a free quark, the same change of variable gives

\[
\int ds\,\frac{R_q}{s^2}
=\frac{3Q_q^2}{4m^2}\int_0^1d\beta\,\beta^2(3-\beta^2)
=\frac{3Q_q^2}{5m^2},
\]

where \(Q_q\) is the quark charge. The logarithmic sensitivity to \(m\) has become a power. The up quark gives \(4/(15\times0.0022^2)\approx5.5\times10^4\) GeV⁻², against \(2.899/0.78^4\approx7.8\) GeV⁻² for the \(\rho\). An error of tens of per cent at the Z mass becomes one of several thousand times for \(Q\) below a few MeV, where this limit applies to the up quark. Above the light-quark thresholds the ratio of free to hadronic \(\Delta\alpha(-Q^2)\) falls, to about 90 at \(Q=0.1\) GeV and about 4 at 1 GeV.

One can instead fit a common mass for the three light quarks. Matching the light hadronic part at \(M_Z\) requires

\[
m=M_Z\exp\left[-\frac12\left(
\frac{184.26}{2\times7.7427}+\frac53\right)\right]
\simeq0.10\ {\rm GeV}.
\]

This is over twenty times the down mass and nearly fifty times the up mass. Its closeness to the strange mass does not make it a current mass for the other two. Matching the low-momentum slope gives another value. The three resonances and the light continuum have

\[
\frac{2.899+0.248}{0.78^4}+\frac{0.690}{1.0^4}
+\frac{2.178}{1.762}\approx10.4\ {\rm GeV}^{-2},
\]

and equating this to \(2/(5m^2)\) gives \(m\approx0.20\) GeV. The weight \(1/s^2\) is sensitive to the shape of the \(\rho\): a p-wave peak with energy-dependent width and the same height raises the sum to about 11.8 GeV⁻² and lowers the mass to about 0.18 GeV. The fitted mass therefore depends on the quantity being fitted.

## Effect on the coupling at the Z mass

The same loop formula with unit charge, no colour factor and measured lepton masses gives \(\Delta\alpha_{\rm lep}=0.0314\) at one loop. Thus

\[
\frac1{\alpha(M_Z^2)}=137.036\,(1-0.03141-0.02760)\simeq128.95 .
\]

The hadronic model spread of \(4.5\times10^{-4}\) corresponds to about 0.06 in this number. Current-mass quark loops would give 127.77, a displacement of 1.2, roughly twenty times that spread. Top and higher-order leptonic loops are omitted from both values.
